# Trion binding in two and three dimensions for equal masses

## Question

I am trying to compute the binding of a negative trion, two electrons and one hole, in an ideal two-dimensional semiconductor with \(m_e=m_h\). I am told that it should be about 0.12 of the exciton binding, and that the three-dimensional ratio is much smaller.

My trial function \(e^{-\alpha(r_1+r_2)}\), with \(r_1,r_2\) the electron–hole distances, does not bind at all: its best energy lies slightly above that of an exciton plus a free electron. Which correlated basis cures this, how are its integrals done in the plane, and how much smaller is the ratio in three dimensions?

## Answer

Let the basis depend on all three distances: on the difference \(r_1-r_2\) and on the electron–electron distance, not only on the sum \(r_1+r_2\). In suitable coordinates every integral then factorizes, and one derivation serves both dimensions.

### Hamiltonian and threshold

I assume parabolic isotropic bands, an unscreened Coulomb law with dielectric constant \(\varepsilon\), no electron–hole exchange, and electrons in a spin singlet. The orbital function is then even under exchange of the electrons.

Measure \(\mathbf r_1,\mathbf r_2\) from the hole. At zero total momentum the hole carries \(-(\mathbf p_1+\mathbf p_2)\), so the kinetic energy is

\[
\frac{p_1^2+p_2^2}{2m_e}+\frac{(\mathbf p_1+\mathbf p_2)^2}{2m_h}
=\frac{p_1^2+p_2^2}{2\mu}+\frac{\mathbf p_1\cdot\mathbf p_2}{m_h},
\qquad \frac1\mu=\frac1{m_e}+\frac1{m_h}.
\]

Take \(a^*=4\pi\varepsilon_0\varepsilon\hbar^2/(\mu e^2)\) as the unit of length and \(\mathrm{Ha}^*=\hbar^2/(\mu a^{*2})\), two effective rydbergs, as the unit of energy. With \(\lambda=\mu/m_h\) and \(u=|\mathbf r_1-\mathbf r_2|\),

\[
H=-\tfrac12(\nabla_1^2+\nabla_2^2)-\lambda\nabla_1\cdot\nabla_2-\frac1{r_1}-\frac1{r_2}+\frac1u .
\]

Equal masses give \(\lambda=1/2\); a fixed hole gives \(\lambda=0\).

For the exciton in \(D\) dimensions, insert \(e^{-\kappa r}\) into the radial equation:

\[
-\tfrac12\left(\kappa^2-\frac{(D-1)\kappa}{r}\right)-\frac1r=E .
\]

The \(1/r\) terms cancel if \(\kappa=2/(D-1)\), leaving \(E_{\rm ex}=-\kappa^2/2=-2/(D-1)^2\). The function has no node, so this is the ground state: \(-2\) in the plane, \(-\tfrac12\) in space. With \(E_X=-E_{\rm ex}\) and trion binding \(B=E_{\rm ex}-E_{\rm tr}\),

\[
\frac{B}{E_X}=\frac{E_{\rm tr}}{E_{\rm ex}}-1 .
\]

Neither \(\varepsilon\) nor the common mass appears in this ratio.

### Coordinates in which the integrals factorize

The ground state sought has zero angular momentum and depends on the three distances alone. If \(\vartheta\) is the angle between \(\mathbf r_1\) and \(\mathbf r_2\), the volume element, after integration over the overall orientation, is proportional to

\[
r_1^{D-1}r_2^{D-1}\sin^{D-2}\vartheta\,dr_1dr_2d\vartheta .
\]

From \(u^2=r_1^2+r_2^2-2r_1r_2\cos\vartheta\) we have \(u\,du=r_1r_2\sin\vartheta\,d\vartheta\), so this becomes

\[
r_1r_2u\,(r_1r_2\sin\vartheta)^{D-3}\,dr_1dr_2du .
\]

Now put \(s=r_1+r_2\) and \(t=r_1-r_2\). Then

\[
4r_1^2r_2^2\sin^2\vartheta=4r_1^2r_2^2-(r_1^2+r_2^2-u^2)^2=(s^2-u^2)(u^2-t^2).
\]

Since \(|t|\le u\le s\), we may write \(u=s\sin\theta\), \(t=u\sin\phi\), with \(0\le\theta\le\pi/2\) and \(|\phi|\le\pi/2\). This gives \(2r_1r_2\sin\vartheta=su\cos\theta\cos\phi\). The differentials \(du=s\cos\theta\,d\theta\) and \(dt=u\cos\phi\,d\phi\) supply one more such factor, so apart from constants

\[
d\tau= r_1r_2u\,(su\cos\theta\cos\phi)^{D-2}\,ds\,d\theta\,d\phi,
\qquad r_1r_2=\tfrac14(s^2-t^2).
\]

### The basis and its matrix elements

Use the functions

\[
s^l t^m u^n e^{-\alpha s},\qquad m\ \text{even},\quad l+m+n\le\Omega .
\]

Even \(m\) enforces the singlet symmetry. Odd powers of \(u\) let the function have a finite slope where the electrons meet.

With \(\hat{\mathbf n}=(\mathbf r_1-\mathbf r_2)/u\), \(a=\psi_s+\psi_t\), \(b=\psi_s-\psi_t\) and \(c=\psi_u\), where subscripts denote derivatives, the chain rule gives

\[
\nabla_1\psi=a\,\hat{\mathbf r}_1+c\,\hat{\mathbf n},\qquad
\nabla_2\psi=b\,\hat{\mathbf r}_2-c\,\hat{\mathbf n}.
\]

Integration by parts turns \(\langle T\rangle\) into the integral of \(\tfrac12(|\nabla_1\psi|^2+|\nabla_2\psi|^2)+\lambda\nabla_1\psi\cdot\nabla_2\psi\), where

\[
\begin{aligned}
|\nabla_1\psi|^2&=a^2+c^2+2ac\,C_1,\qquad |\nabla_2\psi|^2=b^2+c^2+2bc\,C_2,\\
\nabla_1\psi\cdot\nabla_2\psi&=ab\,C_{12}-ac\,C_1-bc\,C_2-c^2 .
\end{aligned}
\]

The cosines follow from the triangle of distances:

\[
C_1=\frac{r_1^2+u^2-r_2^2}{2r_1u},\quad
C_2=\frac{r_2^2+u^2-r_1^2}{2r_2u},\quad
C_{12}=\frac{r_1^2+r_2^2-u^2}{2r_1r_2}.
\]

For a pair of basis functions \(i,j\) each quadratic term is symmetrized: \(a^2\) becomes \(a_ia_j\), and \(ac\) becomes \(\tfrac12(a_ic_j+a_jc_i)\), likewise for \(b^2\), \(c^2\), \(bc\) and \(ab\). The factor \(r_1r_2u\) in \(d\tau\) cancels every denominator, including those of the Coulomb terms. What remains is a sum of terms \(s^it^ju^k e^{-2\alpha s}\), each of which integrates to

\[
\int_0^\infty\! s^{i+j+k+2D-4}e^{-2\alpha s}ds
\int_0^{\pi/2}\!\sin^{j+k+D-2}\theta\cos^{D-2}\theta\,d\theta
\int_{-\pi/2}^{\pi/2}\!\sin^j\phi\cos^{D-2}\phi\,d\phi .
\]

The first factor is \(p!/(2\alpha)^{p+1}\), with \(p\) the power of \(s\); the other two are elementary. The coefficients follow from \(\mathbf H\mathbf c=E\mathbf S\mathbf c\), with \(\mathbf S\) the overlap matrix. The lowest eigenvalue is an upper bound to the trion energy. Because \(E_{\rm ex}\) is known in closed form, it yields a lower bound to \(B/E_X\).

Changing \(\alpha\) only rescales lengths. In a normalized basis \(\mathbf H=\alpha^2\mathbf T+\alpha\mathbf V\), with \(\mathbf T,\mathbf V\) taken at \(\alpha=1\). At the best \(\alpha\), \(dE/d\alpha=0\) gives \(2\langle T\rangle+\langle V\rangle=0\), and hence \(E=-\langle T\rangle\).

### Why your function fails

For \(\Omega=0\) each squared gradient is \(\alpha^2\psi^2\), so together they give \(\langle T\rangle=\alpha^2\). The \(\lambda\) term contains \(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2\), which averages to zero. The attraction follows from

\[
\left\langle\frac1{r_1}\right\rangle=\frac{\int r^{D-2}e^{-2\alpha r}dr}{\int r^{D-1}e^{-2\alpha r}dr}=\frac{2\alpha}{D-1}.
\]

For the repulsion in the plane, \(d\tau\propto s^3\sin\theta(1-\sin^2\theta\sin^2\phi)\,ds\,d\theta\,d\phi\). The angular integral is \(\pi-\tfrac23\cdot\tfrac\pi2=\tfrac{2\pi}3\). Dividing by \(u=s\sin\theta\) changes it to \(\tfrac{\pi^2}2-\tfrac{\pi^2}8=\tfrac{3\pi^2}8\), so

\[
\left\langle\frac1u\right\rangle_{2D}
=\frac{2!/(2\alpha)^3}{3!/(2\alpha)^4}\cdot\frac{3\pi^2/8}{2\pi/3}
=\frac{3\pi}{8}\alpha .
\]

In space, set \(x=\sin\theta\), \(y=\sin\phi\). The norm contains \(s^5x^2(1-x^2y^2)\), with angular integral \(\tfrac23-\tfrac2{15}=\tfrac8{15}\). With \(1/u\) the integrand is \(s^4x(1-x^2y^2)\), with angular integral \(1-\tfrac16=\tfrac56\). Therefore

\[
\left\langle\frac1u\right\rangle_{3D}
=\frac{4!/(2\alpha)^5}{5!/(2\alpha)^6}\cdot\frac{5/6}{8/15}
=\frac58\alpha .
\]

Write the attraction as \(-v\alpha\), with \(v=4/(D-1)\), and the repulsion as \(qv\alpha\). Minimizing \(\alpha^2-v(1-q)\alpha\) gives \(\alpha=v(1-q)/2\) and \(E=-v^2(1-q)^2/4\). Dividing by \(E_{\rm ex}=-v^2/8\),

\[
\frac{E}{E_{\rm ex}}=2(1-q)^2 .
\]

Binding needs \(q<1-1/\sqrt2=0.2929\). The plane has \(q=3\pi/32=0.2945\), space \(q=5/16=0.3125\). The energies are \(-1.9908\) and \(-0.4727\ \mathrm{Ha}^*\), short of the threshold by 0.46 % and 5.5 % of \(E_X\). Your planar result is therefore a near miss of the trial function, whatever the mass ratio, and not an arithmetic error.

### Raising the order

For equal masses, with \(\alpha\) optimized at each order, the values of \(E/E_{\rm ex}-1\) are:

| \(\Omega\) | functions | plane | space |
|---:|---:|---:|---:|
| 0 | 1 | −0.0046 | −0.0547 |
| 1 | 3 | 0.0278 | −0.0375 |
| 2 | 7 | 0.1186 | 0.0431 |
| 4 | 22 | 0.1215 | 0.0478 |
| 10 | 161 | 0.1216 | 0.0480 |

A negative entry means that the basis has not shown binding. Seven functions already give about 98 % of the final ratio in the plane and 90 % in space. The largest step, from \(\Omega=1\) to 2, adds \(s^2\), \(su\), \(u^2\) and \(t^2\). The last is the first term that lets the function distinguish equal from unequal electron–hole distances at fixed \(s\) and \(u\). The table does not separate the effects of the four terms.

At \(\Omega=10\) the energies are \(-2.24319\) and \(-0.52401\ \mathrm{Ha}^*\), so

\[
\left.\frac B{E_X}\right|_{2D}=\frac{2.24319}{2}-1\approx0.1216,\qquad
\left.\frac B{E_X}\right|_{3D}=\frac{0.52401}{0.5}-1\approx0.0480 .
\]

"Much smaller" thus means a factor of 2.5 in the ratio. The binding itself falls from 0.2432 to 0.0240 \(\mathrm{Ha}^*\), a factor of ten, because the exciton contributes another factor of four.

From \(\Omega=8\) to 10 the energies move by about \(3\times10^{-6}\) and \(10^{-6}\ \mathrm{Ha}^*\). That indicates convergence but is no rigorous error bar. The best planar \(\alpha\) meanwhile drifts from 2.02 to 2.20, so it should not be read as a physical decay constant: the polynomial also shapes the function.

### An independent check

A basis of Gaussians \(g_A=\exp(-\tfrac12x^TAx)\), with \(x=(\mathbf r_1,\mathbf r_2)\) and \(A\) a positive \(2\times2\) matrix, needs quite different integrals. Let \(\mathcal C=A+B'\) for a pair \(g_A,g_{B'}\), and let \(\Lambda\) have diagonal elements 1 and off-diagonal elements \(\lambda\). The overlap is \((4\pi^2/\det \mathcal C)^{D/2}\).

Since \(\nabla_ig_A=-(Ax)_ig_A\) and the normalized product has \(\langle x_i\cdot x_j\rangle=D(\mathcal C^{-1})_{ij}\), the kinetic element divided by the overlap is \(\tfrac D2\mathrm{tr}(A\Lambda B'\mathcal C^{-1})\).

Each interparticle vector is \(w^Tx\), with \(w=(1,0)\), \((0,1)\) or \((1,-1)\). It is Gaussian with variance \(\sigma^2=w^T\mathcal C^{-1}w\) per component, so

\[
\left\langle\frac1{|w^Tx|}\right\rangle=
\frac{\int_0^\infty\rho^{D-2}e^{-\rho^2/2\sigma^2}d\rho}{\int_0^\infty\rho^{D-1}e^{-\rho^2/2\sigma^2}d\rho}
=\frac{\Gamma(\frac{D-1}2)}{\Gamma(\frac D2)\sqrt{2\sigma^2}} .
\]

Adding the partner with the electrons exchanged makes each function even. This basis gives ratios of 0.1215 and 0.0480. Its energies are slightly higher than those above, so the exponential basis supplies the better bounds. The two calculations were tested to agree within \(10^{-3}E_X\), for equal masses and for a fixed hole.

### Where the difference between dimensions comes from

Take the optimized product as the starting point and call the remaining energy lowering the correlation gain. In units of \(E_X\),

\[
\begin{aligned}
\text{plane:}\quad &0.1262-0.0046=0.1216,\\
\text{space:}\quad &0.1027-0.0547=0.0480 .
\end{aligned}
\]

The gains differ by 0.0235 and the starting deficits by 0.0501. About two thirds of the difference therefore lies in the starting point. Because \(E/E_{\rm ex}=2(1-q)^2\) sits so near 1, a small change of \(q\) matters greatly. This accounting refers to the chosen product; another reference state would divide the difference otherwise.

In the final states, repulsion divided by attraction is \(1.1846/5.6709=0.21\) in the plane and \(0.3113/1.3593=0.23\) in space, well below the product values of 0.29 and 0.31. The trion is also larger than the exciton: the mean electron–hole distance grows from 0.50 to 0.84 \(a^*\) in the plane, and from 1.500 to 2.745 \(a^*\) in space.

### The fixed-hole limit

For \(\lambda=0\) the ratios are 0.1201 and 0.0555, so the factor between dimensions is 2.2 instead of 2.5. Going from a fixed hole to equal masses raises the planar ratio slightly but lowers the spatial one. This compares the two endpoints only; the ratio need not change monotonically between them.

These shifts are tied to the electron momenta by \(dE/d\lambda=\langle\mathbf p_1\cdot\mathbf p_2\rangle\), in units of \(\mathrm{Ha}^*\). Averaged over \(0\le\lambda\le1/2\), this is

\[
\frac{-2.24319+2.24028}{0.5}\approx-0.006,\qquad
\frac{-0.52401+0.52775}{0.5}\approx+0.007
\]

in the plane and in space. These averages restate the energy shifts and do not explain them. Nor do they describe a single state: \(H\) is linear in \(\lambda\), so its lowest eigenvalue is concave in \(\lambda\), and \(\langle\mathbf p_1\cdot\mathbf p_2\rangle\) can only fall as \(\lambda\) grows. The positive average in space therefore does not fix the sign at equal masses, nor does the negative average in the plane fix the sign for a fixed hole.

### Numbers in meV, and limits of the model

Take round parameters \(m_e=m_h=0.1\,m_0\) and \(\varepsilon=10\), so \(\mu=0.05\,m_0\) and \(\mathrm{Ha}^*=13.606\) meV. In the plane the exciton binding is \(2\times13.606=27.2\) meV and the trion binding \(0.2432\times13.606=3.31\) meV. In space they are 6.80 and 0.33 meV.

The value 0.12 belongs to strict confinement and a pure \(1/r\) interaction. A well of finite width softens the interaction at short range. A thin sheet in a weaker dielectric has a distance-dependent screening, which brings in a new length, so the ratio then need not be independent of mass and dielectric constant. For equal masses the positive trion has the same Hamiltonian with electrons and holes interchanged, and the same ratios apply to it. The numerical output below lists the intermediate orders and the energy parts.

## Calculated quantities

```
Energies in Ha*, lengths in a*, ratio = B/E_X (no unit)
--- D = 2: exciton energy -2.0000 Ha*, mean e-h distance 0.500 a*
order  0,   1 functions: alpha 1.411 /a*, E -1.990784 Ha*, ratio -0.00461
order  1,   3 functions: alpha 1.728 /a*, E -2.055674 Ha*, ratio +0.02784
order  2,   7 functions: alpha 1.624 /a*, E -2.237113 Ha*, ratio +0.11856
order  4,  22 functions: alpha 1.669 /a*, E -2.242960 Ha*, ratio +0.12148
order  6,  50 functions: alpha 1.837 /a*, E -2.243168 Ha*, ratio +0.12158
order  8,  95 functions: alpha 2.019 /a*, E -2.243186 Ha*, ratio +0.12159
order 10, 161 functions: alpha 2.195 /a*, E -2.243189 Ha*, ratio +0.12159
trion binding B 0.24319 Ha*
kinetic 2.2432, attraction -5.6709, repulsion 1.1846 Ha*
mean distances: e-h 0.842, e-e 1.303 a*
one function: <1/r12>/alpha 1.17810, shortfall/E_X 0.00461
correlation gain/E_X 0.12620
Gaussian check: E -2.243039 Ha*, ratio 0.12152
fixed hole: E -2.240275 Ha*, ratio 0.12014
fixed hole, Gaussian check: E -2.240112 Ha*
--- D = 3: exciton energy -0.5000 Ha*, mean e-h distance 1.500 a*
order  0,   1 functions: alpha 0.687 /a*, E -0.472656 Ha*, ratio -0.05469
order  1,   3 functions: alpha 0.807 /a*, E -0.481267 Ha*, ratio -0.03747
order  2,   7 functions: alpha 0.716 /a*, E -0.521557 Ha*, ratio +0.04311
order  4,  22 functions: alpha 0.682 /a*, E -0.523886 Ha*, ratio +0.04777
order  6,  50 functions: alpha 0.673 /a*, E -0.524002 Ha*, ratio +0.04800
order  8,  95 functions: alpha 0.695 /a*, E -0.524009 Ha*, ratio +0.04802
order 10, 161 functions: alpha 0.741 /a*, E -0.524010 Ha*, ratio +0.04802
trion binding B 0.02401 Ha*
kinetic 0.5240, attraction -1.3593, repulsion 0.3113 Ha*
mean distances: e-h 2.745, e-e 4.274 a*
one function: <1/r12>/alpha 0.62500, shortfall/E_X 0.05469
correlation gain/E_X 0.10271
Gaussian check: E -0.524006 Ha*, ratio 0.04801
fixed hole: E -0.527751 Ha*, ratio 0.05550
fixed hole, Gaussian check: E -0.527725 Ha*
--- comparison of the dimensions, equal masses
ratio(2D)/ratio(3D) 2.532
B(2D)/B(3D) 10.13
model: m_e = m_h = 0.1 m0, eps = 10, Ha* = 13.606 meV
D = 2: exciton binding 27.21 meV, trion binding 3.309 meV
D = 3: exciton binding 6.80 meV, trion binding 0.327 meV
```
